# Why restricted CCSD overcorrelates when two coupled bonds break

Stretch two hydrogen molecules until both bonds are nearly broken. If the molecules are far apart, coupled cluster with singles and doubles (CCSD) reproduces full configuration interaction (FCI) in the same basis. Place them side by side, so that the atoms form a square of side 4 bohr, and restricted CCSD in a minimal basis falls 0.019 hartree below FCI. The same two bonds are stretched in both cases, so stretching alone cannot explain the failure. Nor can one say that CCSD lacks quadruple excitations: it contains them through the product \(T_2^2/2\), and here it contains too many.

What is missing is the connected operator \(T_4\), which in the exact wave function cancels part of that product. Four hydrogen atoms with one orbital each are enough to show this, because only one quadruple excitation exists.

## The model

Put atoms A, B, C, D at \((0,0)\), \((R,0)\), \((0,D)\), \((R,D)\), with \(D\ge R\). The bonds to be broken are AB and CD. Each atom carries one s function, and symmetry fixes the molecular orbitals up to normalization:

\[
\begin{aligned}
\phi_1&\propto A+B+C+D, & \phi_2&\propto A+B-C-D,\\
\phi_3&\propto A-B+C-D, & \phi_4&\propto A-B-C+D .
\end{aligned}
\]

The restricted reference \(|0\rangle\) has \(\phi_1\) and \(\phi_2\) doubly occupied. The FCI ground state, a singlet, is scaled so that its reference coefficient is 1 and written as \(e^{T}|0\rangle\), with \(T=T_1+T_2+T_3+T_4\).

Under the reflections \(x\to R-x\) and \(y\to D-y\), the four orbitals have parities \((+,+),(+,-),(-,+),(-,-)\). A single excitation \(i\to a\) changes the parity of the state, since no occupied orbital shares its parities with an empty one. A triple excitation leaves one hole in the empty pair of orbitals and one electron in the occupied pair, so it changes parity in the same way. The ground state overlaps the reference and has its parity; singles and triples are therefore absent, and \(T_1=T_3=0\). Expanding the exponential leaves

\[
c_4=t_4+Q ,
\]

where \(c_4\) is the FCI coefficient of the determinant \(\phi_3^2\phi_4^2\), \(t_4\) is the connected amplitude, and \(Q\) is the contribution of \(T_2^2/2\).

## Counting the product term

Let \(t_{ij}^{ab}\) multiply the excitation \(i\alpha\to a\alpha,\ j\beta\to b\beta\), each new orbital replacing the old one in place. Parity allows six independent amplitudes:

\[
p=t_{11}^{33},\quad q=t_{22}^{44},\quad r=t_{11}^{44},\quad s=t_{22}^{33},\quad x=t_{12}^{34}=t_{21}^{43},\quad y=t_{12}^{43}=t_{21}^{34}.
\]

In a singlet the same spatial amplitudes govern two electrons of equal spin. The excitation \(1\alpha\to3\alpha,\,2\alpha\to4\alpha\) receives \(x\) directly. It also receives \(y\) with the two destinations exchanged, which costs a fermion sign. Its amplitude is \(z=x-y\).

Now reach \(\phi_3^2\phi_4^2\) by two double excitations. The factor \(1/2\) in \(T_2^2/2\) removes the double counting of their order. Each exchange of destinations within one spin gives \(-1\).

- Both \(\alpha\) electrons in one double and both \(\beta\) electrons in the other: \(z^2\).
- The pairs \(1\alpha1\beta\) and \(2\alpha2\beta\): \(pq\) without exchange, and \(rs\) with an exchange in both spins, hence also positive.
- The pairs \(1\alpha2\beta\) and \(2\alpha1\beta\): \(x^2\) without exchange, and \(y^2\) with two exchanges.

An exchange in one spin alone would need doubles such as \(11\to34\) or \(12\to33\), which parity forbids. Therefore

\[
Q=pq+rs+x^2+y^2+(x-y)^2 .
\]

## The square: an identity for \(t_4\)

When \(D=R\), reflection \(\sigma\) in the diagonal AD exchanges B and C. It exchanges \(\phi_2\) and \(\phi_3\) and leaves \(\phi_1\) and \(\phi_4\) unchanged. The configurations \(\phi_1^2\phi_2^2\) and \(\phi_1^2\phi_3^2\) then have equal energy. Their coupling is the exchange integral \((23|23)\), the electrostatic self-repulsion of the distribution \(\phi_2\phi_3\), which is positive. With these two configurations alone, the lower state is their difference, odd under \(\sigma\). The FCI ground states of all the squares computed below are odd too.

Oddness fixes most of the amplitudes:

- \(\sigma\) turns \(\phi_1^2\phi_2^2\), with coefficient 1, into \(\phi_1^2\phi_3^2\), with coefficient \(s\). Hence \(s=-1\).
- The configurations \(\phi_2^2\phi_3^2\) and \(\phi_1^2\phi_4^2\) are mapped to themselves, so their coefficients vanish: \(p=q=0\).
- \(\phi_2^2\phi_4^2\), with coefficient \(r\), becomes \(\phi_3^2\phi_4^2\). Hence \(r=-c_4\).

For the open shells, write the reference with operators in the order \(1\alpha,2\alpha,1\beta,2\beta\). The determinant \((1\alpha,2\alpha,3\beta,4\beta)\) has coefficient \(z\), and \(\sigma\) turns it into \(W=(1\alpha,3\alpha,2\beta,4\beta)\). The wave function reaches \(W\) by \(2\alpha\to3\alpha,\,1\beta\to4\beta\), with amplitude \(y\). In-place replacement gives \((1\alpha,3\alpha,4\beta,2\beta)=-W\), so the coefficient of \(W\) is \(-y\). Oddness requires \(z=-(-y)=y\), and since \(z=x-y\), we get \(x=2y\). Inserting everything,

\[
Q=0+(-c_4)(-1)+4y^2+y^2+y^2=c_4+6y^2,
\qquad
t_4=c_4-Q=-6y^2 .
\]

For an odd ground state in this minimal basis the connected amplitude cannot be positive, whatever the side of the square. The product overcounts the quadruple excitation by \(6y^2\), and \(T_4\) removes the excess.

## What the cancellation means when the bonds are broken

In the stretched limit each atom holds one electron, and only the coupling of the spins remains to be chosen. Let \(X\) be the normalized state with singlet pairs AB and CD, and \(Y\) the one with singlet pairs AC and BD.

For \(X\), the bonds have bonding orbitals \(g_\pm=(\phi_1\pm\phi_2)/\sqrt2\) and antibonding orbitals \(u_\pm=(\phi_3\pm\phi_4)/\sqrt2\). A fully stretched bond is \((g^2-u^2)/\sqrt2\), so its pair amplitude is \(-1\). Transforming to \(\phi_1,\ldots,\phi_4\) gives a factor \(1/4\) from each bond, with equal signs for every allowed amplitude. All six amplitudes are thus \(-1/2\). Then \(z=0\), \(Q=4\times\tfrac14=1\), \(c_4=(-1)^2=1\), and \(t_4=0\). The reference coefficient of normalized \(X\) is \((1/\sqrt2)^2=1/2\).

For \(Y\), the bonding and antibonding orbitals are \((\phi_1\pm\phi_3)/\sqrt2\) and \((\phi_2\pm\phi_4)/\sqrt2\). Let \(P_k\) create a pair in \(\phi_k\), and let \(S_{kl}=k_\alpha^\dagger l_\beta^\dagger+l_\alpha^\dagger k_\beta^\dagger\). The product of the two pair functions is

\[
\tfrac14\left[(P_1+P_3-P_2-P_4)^2-(S_{13}-S_{24})^2\right].
\]

Reordering the operators gives \(S_{13}^2=-2P_1P_3\) and \(S_{24}^2=-2P_2P_4\). The coefficients are therefore \(-\tfrac12\) for \(P_1P_2,P_1P_4,P_2P_3,P_3P_4\); \(+1\) for \(P_1P_3,P_2P_4\); and \(+\tfrac12\) for \(S_{13}S_{24}\). Dividing by the reference coefficient \(-\tfrac12\),

\[
p=q=1,\quad r=s=-2,\quad x=-1,\quad y=0,\quad c_4=1 .
\]

Here \(y=0\) because \(S_{13}S_{24}\) contains no term with the \(\alpha\) electrons in \(\phi_2,\phi_4\). Normalization supplies another \(1/2\); choosing the overall sign of \(Y\) to be positive, its reference coefficient is \(1/4\).

The state \(X+\lambda Y\) has reference coefficient \(\tfrac12+\tfrac\lambda4\), of which \(Y\) supplies the fraction \(f=\lambda/(2+\lambda)\). Its amplitudes are the averages of the two sets with weights \(1-f\) and \(f\):

\[
p=q=\tfrac{-1+3f}{2},\quad r=s=\tfrac{-1-3f}{2},\quad x=\tfrac{-1-f}{2},\quad y=\tfrac{-1+f}{2},\quad z=-f .
\]

The linear terms cancel in \(Q\), leaving

\[
Q=f^2+\tfrac12(1+9f^2)+\tfrac12(1+f^2)=1+6f^2,\qquad c_4=1,\qquad t_4=-6f^2 .
\]

This shows where the excess comes from. The coefficient \(c_4\) is linear in the wave function, and both pairings give it the value 1. The product is quadratic in the pair amplitudes: it is 1 for \(X\) alone but 7 for \(Y\) alone, whose pairs are not those of the reference. The excess therefore comes from the admixture of \(Y\), and it grows as \(f^2\) because the linear terms cancel.

The exchange couplings determine the resonance. Let \(J_x\) act along AB and CD, and \(J_y\) along AC and BD, both antiferromagnetic. Apart from a constant, \(H=-\sum J\,\Pi\), where \(\Pi\) projects a pair of spins onto a singlet. Summing products of the determinant coefficients gives

\[
\langle X|Y\rangle=\tfrac12\cdot\tfrac14\,(1+1+1+1)=\tfrac12,
\]

the four units coming from the reference, the paired doubles, the two \(x\) determinants and the quadruple. If AC is a singlet and the total spin is zero, BD is a singlet too. Projecting \(X\) on AC therefore gives \(Y\langle Y|X\rangle=Y/2\). There are two bonds in each direction, so

\[
HX=-2J_xX-J_yY,\qquad HY=-2J_yY-J_xX .
\]

For energy \(\varepsilon\), the coefficient of \(X\) gives \(\varepsilon=-(2+\lambda)J_x\), and that of \(Y\) gives \(\varepsilon\lambda=-J_y-2\lambda J_y\). Eliminating \(\varepsilon\), with \(j=J_y/J_x\),

\[
\lambda^2+2(1-j)\lambda-j=0,\qquad
\lambda=-(1-j)+\sqrt{(1-j)^2+j},
\]

where the positive root has the lower energy. For the square, \(j=1\), \(\lambda=1\) and \(f=1/3\), so \(Q=5/3\) and \(t_4=-2/3\): the connected term cancels two fifths of the product. For weak coupling, \(\lambda\approx j/2\), \(f\approx j/4\) and \(t_4\approx-3j^2/8\). The cancellation disappears quadratically as the two broken bonds decouple.

## From a missing amplitude to an energy that is too low

The energy does not contain \(T_4\) directly, since the Hamiltonian connects the reference to at most doubles. The effect passes through the equations for the doubles. Measure energy from the reference and use an orthonormal basis of the six singlet doubles. Let \(b\) be their coupling to the reference, \(d\) their coupling to the quadruple, \(A\) the Hamiltonian among them and \(c\) their coefficients. For quadruple weight \(w\),

\[
E=b\cdot c,\qquad Ec=b+Ac+wd .
\]

FCI has \(w=c_4\). Setting \(w=0\) gives configuration interaction with doubles (CID). CCSD obeys the same equations with \(w=Q(c)\). Indeed, projecting \(e^{-T_2}He^{T_2}|0\rangle\) on a double gives the projection of \(He^{T_2}|0\rangle\) minus \(E\) times the doubles coefficient, and \(e^{T_2}|0\rangle\) contains the quadruple with weight \(Q\). The singles equations are satisfied by symmetry at \(T_1=0\).

At fixed \(w\), \((1,c)\) is an eigenvector of

\[
M(w)=\begin{pmatrix}0&b^{T}\\ b+wd&A\end{pmatrix}.
\]

Suppose first that \(d=b\). Multiplying the first component of the vector by \(\sqrt{1+w}\) makes the matrix symmetric, with coupling \(\sqrt{1+w}\,b\). For its normalized lowest eigenvector \((n_0,n)\), the first row reads \(\sqrt{1+w}\,b\cdot n=En_0\). The derivative of the eigenvalue is then

\[
\frac{dE}{dw}=2n_0\,(b\cdot n)\,\frac{1}{2\sqrt{1+w}}=\frac{E\,n_0^2}{1+w}<0 ,
\]

because \(E<0\), provided \(n_0\neq0\) and \(w>-1\). A larger quadruple weight strengthens the coupling of the doubles and lowers the energy. If instead \(d=\kappa b\) with \(\kappa>0\), the same steps with \(1+\kappa w\) in place of \(1+w\) give \(dE/dw=\kappa E n_0^2/(1+\kappa w)<0\), so parallel vectors suffice. In H\(_4\) the vectors are not exactly parallel, but for the square at 4 bohr the cosine of the angle between them is 0.999. There the numerically computed \(E(w)\) falls throughout the range from \(c_4\) to the exact-\(T_2\) value of \(Q\).

At the FCI point the mismatch is \(Q-w=-t_4>0\): the doubles imply a larger quadruple weight than the one they were given. In the squares below, CCSD reaches self-consistency at a larger \(w\), and hence at a lower energy. Since CCSD is not variational, nothing prevents this energy from lying below FCI.

## H\(_4\) in numbers

The following values use the STO-3G basis. FCI is the diagonalization of the 36 determinants with two electrons of each spin, and the CCSD weight comes from a bracketed root search for \(Q(c(w))=w\). For the square with \(R=4\) bohr, FCI gives \(y=-0.2348\) and \(c_4=0.4888\). Therefore

\[
6y^2=0.331,\qquad Q=0.4888+0.3306=0.819,\qquad t_4=-0.331 ,
\]

and \(T_4\) cancels 40% of the product. The energies along the curve \(E(w)\), now including the reference and nuclear energies, are:

| Choice of \(w\) | \(w\) | Energy (hartree) |
|---|---:|---:|
| CID | 0 | −1.8700 |
| FCI | 0.489 | −1.8891 |
| CCSD | 0.640 | −1.9079 |
| \(Q\) from exact \(T_2\) | 0.819 | −1.9316 |

In the last row \(w\) is held fixed and the doubles are solved again. These new doubles give a product of only 0.654, not the 0.819 that was put in. CCSD requires the two to agree, which happens at \(w=0.640\), with a smaller error. The CCSD amplitudes are \(p=-0.185\), \(q=-0.190\), \(r=-0.391\), \(s=-0.780\), \(x=-0.435\), \(y=-0.308\), so that

\[
Q=0.035+0.305+0.189+0.095+0.016=0.640 .
\]

The value \(s=-0.780\), instead of \(-1\), shows that the diagonal symmetry has been lost. The remaining error in this basis is \(-0.0188\) hartree, or \(-0.51\) eV, relative to FCI; its size depends on the basis, as the last section states.

For squares of different size:

| \(R\) (bohr) | \(Q\) | \(t_4\) | \(-t_4/Q\) | CCSD − FCI (hartree) |
|---:|---:|---:|---:|---:|
| 2.0 | 0.128 | −0.053 | 0.42 | −0.0043 |
| 3.0 | 0.379 | −0.157 | 0.41 | −0.0152 |
| 3.5 | 0.583 | −0.238 | 0.41 | −0.0194 |
| 5.0 | 1.247 | −0.499 | 0.40 | −0.0098 |
| 6.0 | 1.499 | −0.600 | 0.40 | −0.0033 |

The amplitude approaches its limit \(-2/3\), but the energy error is largest near 3.5 bohr among these points and then shrinks. A large \(t_4\) is thus not by itself a measure of the energy error. A plausible reason is that all spin pairings become degenerate at infinite separation. The state \(X\), which has \(t_4=0\), then has the exact energy, and CCSD can represent it. That the computed CCSD solution tends to \(X\) is a conjecture here.

Keeping \(R=4\) bohr and moving the bonds apart isolates their coupling:

| \(D\) (bohr) | \(t_4\) | CCSD − FCI (hartree) |
|---:|---:|---:|
| 4.0 | −0.331 | −0.0188 |
| 4.2 | −0.140 | −0.0128 |
| 4.5 | −0.036 | −0.0058 |
| 5.0 | −0.004 | −0.0010 |

Throughout this series \(c_4\) stays between 0.47 and 0.49. The quadruple excitation remains large while its connected part vanishes, so the coupling between the bonds, not their stretching alone, makes CCSD fail.

## Where the argument stops

The identity \(t_4=-6y^2\) needs the square, the minimal basis and the odd ground state. In a larger basis several orbitals share each pair of parities, so symmetry no longer excludes singles and triples. There are also many quadruples, and this argument does not fix the signs of their connected amplitudes. The energy errors are not converged with respect to the basis. For the square of side 4 bohr, CCSD − FCI moves from \(-0.019\) hartree in STO-3G to \(-0.012\) in 6-31G and \(-0.011\) in 6-311G. In 6-31G it is \(-0.007\) at 3 bohr and \(+0.002\) at 2 bohr, so the sign changes for the smallest square. The dependence on the coupling remains: in 6-31G, with \(R=4\) and \(D=5\) bohr, the error is only \(-0.0007\) hartree. Within the model, adding \(T_3\) alone would not help: symmetry allows the solution \(T_3=0\), which leaves the CCSD energy unchanged. The amplitude also depends on the reference. The state \(Y\) is a product of two independent bonds, yet seen from the reference for AB and CD it has \(f=1\) and \(t_4=-6\). In the stretched limit of this model, a large connected quadruple therefore records that the pairing built into the reference is not the pairing, or not the only pairing, present in the state.
